# Fictitious trap density from gate-independent leakage in a subthreshold slope

**Question**

I am stuck on this exercise about thin-film transistors: "A constant leakage equal to 20 percent of the channel current distorts an ideal 300 K subthreshold slope. Compute the fictitious areal trap density for a 30 nF/cm² insulator."

I know that traps make the subthreshold swing larger, and that a trap density can be extracted from the excess. But if the leakage is 20 percent of the channel current, the total current is just 1.2 times the channel current. On a logarithmic plot that is a vertical shift, so the slope should not change and the answer should be zero. Where does a trap density come from? And should it be in cm⁻² or in cm⁻² eV⁻¹?

**Answer**

Your objection is correct for a leakage that stays at 20 percent of the channel current at every gate voltage. Such a leakage is not constant, though: it grows exponentially along with the channel current. A leakage that is constant in gate voltage can equal 20 percent of the channel current at one gate voltage only. The exercise makes sense if "20 percent" describes the point where the slope is read, so I take it that way.

Let $I_{ch}$ be the channel current, $I_L$ the leakage, and $r=I_L/I_{ch}=0.20$ their ratio at that point. The drain bias is held fixed, and both currents have the same sign at the drain terminal.

**The ideal slope**

Below threshold, the electron density in the channel follows a Boltzmann factor. If the channel potential $\psi$ rises, the current rises as

$$I_{ch}\propto e^{\psi/V_T},\qquad V_T=\frac{kT}{e}=25.85\ \text{mV at 300 K}.$$

In the ideal device there are no traps, the depletion charge does not change with gate voltage (as in a fully depleted thin film), and the mobile charge is too small to matter in the charge balance. The channel potential then follows the gate voltage one to one, $d\psi=dV_G$, so

$$\frac{d\ln I_{ch}}{dV_G}=\frac{1}{V_T}.$$

The swing $S$ is the gate voltage needed per decade of current. Since $\log_{10}I=\ln I/\ln 10$,

$$S=\left(\frac{d\log_{10}I}{dV_G}\right)^{-1}=\ln 10\left(\frac{d\ln I}{dV_G}\right)^{-1}.$$

For the ideal channel this gives $S_0=V_T\ln 10=59.53$ mV/decade.

**How a swing is turned into a trap density**

Suppose the interface has $D$ trap levels per area and per energy, with $D$ independent of energy. Raising $\psi$ by $d\psi$ volts lowers the electron levels by the same number of eV relative to the Fermi level. For a flat density, this fills $D\,d\psi$ additional traps per area: the Fermi function is shifted without changing shape, and the area between the old and new curves equals the shift. The added charge has magnitude $e\,D\,d\psi$, so the traps act as a capacitance per area

$$C_t=eD.$$

With $D$ in cm⁻² eV⁻¹ and $e$ in coulombs, $C_t$ comes out in F/cm². This answers your question about units: a slope measures how many traps fill per eV of shift, not how many there are in total.

The charge added on the gate must balance the charge added in the traps:

$$C_i\,(dV_G-d\psi)=C_t\,d\psi .$$

Collecting the terms in $d\psi$ gives $C_i\,dV_G=(C_i+C_t)\,d\psi$, or

$$\frac{d\psi}{dV_G}=\frac{1}{1+eD/C_i}.$$

The logarithmic slope is reduced by this factor, so the swing is increased by its inverse:

$$S=S_0\left(1+\frac{eD}{C_i}\right)
\quad\Longrightarrow\quad
D=\frac{C_i}{e}\left(\frac{S}{S_0}-1\right).$$

This extraction formula assumes that traps are the sole cause of the excess swing. Leakage violates that assumption.

**What the leakage does to the slope**

Now take the trap-free device and add the leakage, $I=I_{ch}+I_L$. Because $I_L$ does not depend on $V_G$, it drops out of the derivative, but it remains in the denominator:

$$\frac{d\ln I}{dV_G}=\frac{1}{I_{ch}+I_L}\frac{dI_{ch}}{dV_G}
=\frac{1}{V_T}\,\frac{I_{ch}}{I_{ch}+I_L}
=\frac{1}{V_T}\,\frac{1}{1+r}.$$

The second step uses $dI_{ch}/dV_G=I_{ch}/V_T$; the last divides numerator and denominator by $I_{ch}$. Hence

$$S=(1+r)\,S_0=1.20\times 59.53=71.43\ \text{mV/decade}.$$

In your version, $I_L=rI_{ch}$ at every voltage. Then $dI_L/dV_G=rI_{ch}/V_T$ must be added to the numerator, the factor $1+r$ cancels, and the swing stays at $S_0$.

**The fictitious density**

Put the distorted swing into the extraction formula:

$$D_{fict}=\frac{C_i}{e}\,(1+r-1)=\frac{r\,C_i}{e}.$$

For 30 nF/cm², $C_i/e=1.8725\times10^{11}$ cm⁻² eV⁻¹, and therefore

$$D_{fict}=0.20\times1.8725\times10^{11}\approx 3.7\times10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1},$$

or $3.7\times10^{14}$ m⁻² eV⁻¹. Equivalently, the leakage imitates a trap capacitance of 6 nF/cm², which is 20 percent of $C_i$.

The temperature has cancelled, provided the extraction uses the true device temperature. If the device is at 310 K but you insert $S_0$ for 300 K, the swing ratio becomes $1.20\times310/300=1.24$, and the extracted density rises to $4.5\times10^{10}$ cm⁻² eV⁻¹.

**Two details of wording that change the number**

If the leakage is 20 percent of the total measured current, then $I_L=0.20\,(I_{ch}+I_L)$. This gives $0.80\,I_L=0.20\,I_{ch}$, so $r=0.25$ and the density is $4.7\times10^{10}$ cm⁻² eV⁻¹.

If the leakage has the opposite sign at the drain terminal, the measured current is $I_{ch}-I_L$. Replacing $r$ by $-r$ gives $S=(1-r)S_0$ and a density of $-3.7\times10^{10}$ cm⁻² eV⁻¹. The negative value, and a swing below the thermal limit, show that the trap interpretation has failed.

**If the slope is taken over a whole decade**

The result above is for the local slope. Suppose you instead draw a straight line between two points: the one with $r=0.20$, and the one where the channel current is ten times larger. These are separated by a gate voltage $S_0$. In units of the initial channel current, the total current rises from $1+r$ to $10+r$, so

$$S_{window}=\frac{S_0}{\log_{10}\!\left(\dfrac{10+r}{1+r}\right)}
=\frac{59.53}{\log_{10}(8.5)}=64.05\ \text{mV/decade}.$$

The extracted density is now $1.4\times10^{10}$ cm⁻² eV⁻¹, less than half of the local value. The line averages over a range in which the leakage becomes a steadily smaller part of the current. The position of the window matters. For the decade below the point, the total current rises from $0.1+r$ to $1+r$, a factor of 4. This gives 98.9 mV/decade and $1.2\times10^{11}$ cm⁻² eV⁻¹, more than three times the local value.

**Telling leakage from traps**

In the ideal device, where mobile charge is negligible, take a channel current of 10 pA and a leakage of 2 pA. Keep the leakage fixed and move up the curve. Since $r=I_L/I_{ch}$, the false density falls in inverse proportion to the channel current:

| Channel current | Swing (mV/decade) | Extracted $D$ (cm⁻² eV⁻¹) |
|---|---|---|
| 10 pA | 71.43 | $3.7\times10^{10}$ |
| 100 pA | 60.72 | $3.7\times10^{9}$ |
| 1000 pA | 59.65 | $3.7\times10^{8}$ |

A flat density of real traps that gives 71.43 mV/decade at the first point still gives 71.43 mV/decade at higher current, as long as the mobile charge stays negligible. The two causes agree at one point and separate elsewhere. This comparison relies on $D$ being flat; a real density that varies with energy also makes the swing vary, so a changing swing alone does not prove leakage.

If the leakage does not depend on gate voltage, the direct remedy is to measure it where the channel is off and subtract it before taking the logarithm. If you remove 90 percent of it, $r$ drops to 0.02 and the error to $3.7\times10^{9}$ cm⁻² eV⁻¹. That is close to the effect of misreading an ideal swing by 1 mV/decade, which is $3.1\times10^{9}$ cm⁻² eV⁻¹.

**If real traps are also present**

The two effects multiply. Traps slow the rise of $I_{ch}$, and leakage dilutes the slope that remains:

$$S=S_0\left(1+\frac{eD}{C_i}\right)(1+r).$$

Insert this in the extraction formula and multiply out:

$$D_{app}=\frac{C_i}{e}\left[\left(1+\frac{eD}{C_i}\right)(1+r)-1\right]
=D+r\left(\frac{C_i}{e}+D\right).$$

For $D=1.0\times10^{11}$ cm⁻² eV⁻¹ the swing is 109.6 mV/decade and the extracted density is $1.57\times10^{11}$ cm⁻² eV⁻¹, which is 57 percent above the true one. The excess, $5.7\times10^{10}$, is larger than the $3.7\times10^{10}$ found for the ideal device. Subtracting the ideal-device error from the extracted density would therefore not be enough.

**How this compares with a real transistor**

The numbers fit an amorphous In-Ga-Zn-O transistor on silicon dioxide. With relative permittivity 3.9, 30 nF/cm² means an oxide about 115 nm thick; for the estimates below I take a rough mobility of 10 cm²/Vs. The assumption such a device most clearly breaks is the trap-free channel: a disordered film and its interface contain traps, so the case with real traps is the closer one.

Neglecting the mobile charge matters less at 10 pA. For a width-to-length ratio of 10 and a drain bias well above $V_T$, a diffusion current of 10 pA needs about $2.4\times10^{7}$ electrons/cm² at the source end, from $n=I_{ch}L/(W\mu kT)$. Their capacitance, $en/V_T$, is a fraction $q=en/(V_TC_i)$ of $C_i$, here 0.5 percent. The charge falls toward the drain, so only half of this fraction enters the swing. To see this, let $V$ be the electron quasi-Fermi potential along the channel. The charge balance gives $(V_G-V)/V_T=q+\ln q+\text{const}$. Integrating $I_{ch}=(W/L)\mu\int en\,dV$ then gives $I_{ch}=(W/L)\mu C_iV_T^2\,(q+q^2/2)$, with $q$ taken at the source. Since $dI_{ch}/dV_G=(W/L)\mu C_iV_T\,q$, the swing is $S_0(1+q/2)$. At 10 pA this raises the fictitious density by about 1.5 percent; at 1000 pA, $q$ is 0.41. The mobile charge grows with the current, however. At 100 pA its effect on the swing is already comparable with that of the leakage, and at 1000 pA it alone raises the swing to about 72 mV/decade. The last two rows of the table therefore describe the ideal device, not this one.

If the leakage is proportional to gate voltage instead of constant, the correction depends on the gate voltage at the point: the fictitious density falls by about 3 percent at 1 V, but by about 30 percent at 0.1 V.

Tunnelling through an intact oxide cannot supply the 2 pA. Even with 1 V across it, the field is only 0.09 MV/cm, and for a rough 3 eV barrier and a tunnelling mass of 0.4 electron masses the transmission is roughly $e^{-1200}$, which is zero for any practical purpose. The leakage must take another path, such as oxide defects, the device edges or the measuring setup; the slope cannot tell you which.

The numerical output below comes from solving the charge balance and differentiating the total current. It gives the same 71.43 mV/decade and $3.7\times10^{10}$ cm⁻² eV⁻¹ as the formulas.

## Computed values

```
Temperature: 300 K; thermal voltage: 25.852 mV
Insulator capacitance: 30.0 nF/cm2
Channel current: 10.0 pA; leakage: 2.0 pA
Leakage/channel ratio r: 0.20
Ideal swing, formula: 59.53 mV/decade
Ideal swing, numerical: 59.53 mV/decade
Swing with leakage, numerical: 71.43 mV/decade
Ci/e: 1.8725e+11 cm^-2 eV^-1
Fictitious density, formula: 3.7449e+10 cm^-2 eV^-1
Fictitious density, numerical: 3.7449e+10 cm^-2 eV^-1
Fictitious density, SI: 3.7449e+14 m^-2 eV^-1
Fictitious trap capacitance: 6.00 nF/cm2
Fixed leakage at rising channel current:
  10 pA: swing 71.43 mV/decade, density 3.745e+10 cm^-2 eV^-1
  100 pA: swing 60.72 mV/decade, density 3.745e+09 cm^-2 eV^-1
  1000 pA: swing 59.65 mV/decade, density 3.745e+08 cm^-2 eV^-1
Real-trap swing at higher current: 71.43 mV/decade
Opposite-sign leakage: -3.745e+10 cm^-2 eV^-1
20% of total current: r = 0.250, density 4.681e+10 cm^-2 eV^-1
One-decade window swing: 64.05 mV/decade
One-decade window density: 1.422e+10 cm^-2 eV^-1
Real trap density chosen: 1.00e+11 cm^-2 eV^-1
Real traps plus leakage, swing: 109.58 mV/decade
Real traps plus leakage, extracted: 1.574e+11 cm^-2 eV^-1
Excess over real density: 5.745e+10 cm^-2 eV^-1
After subtracting 90% of leakage: 3.745e+09 cm^-2 eV^-1
W/L: 10; mobility: 10 cm2/Vs; film: 40 nm
Source-end electron density: 2.414e+07 cm^-2
Mobile/insulator capacitance: 0.50 %
Density with mobile charge: 3.857e+10 cm^-2 eV^-1
Gate voltage from flat band: 1.0 V
Density with linear leakage: 3.629e+10 cm^-2 eV^-1
Density if device is 10 K warmer: 4.494e+10 cm^-2 eV^-1
Density error per 1 mV/decade: 3.146e+09 cm^-2 eV^-1
Channel mass: 0.34 m_e; volume density/Nc: 1.21e-06
Insulator permittivity: 3.9; thickness: 115.1 nm
Upper insulator field: 0.0869 MV/cm
Tunnel barrier: 3.0 eV; mass: 0.4 m_e
Tunnelling exponent: 1177
```
